# Cyclic convolution and the local potential in a plane-wave basis

A periodic local potential acts on an electron wave function written in plane waves. Let $\mathbf G$ and $\mathbf K$ denote reciprocal-lattice vectors, and let

$$V(\mathbf r)=\sum_{\mathbf K}V(\mathbf K)e^{i\mathbf K\cdot\mathbf r},\qquad
\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}\sum_{\mathbf G'}c(\mathbf G')e^{i\mathbf G'\cdot\mathbf r}.$$

The second sum runs over a finite basis. Multiplying the two series gives exponentials $e^{i(\mathbf k+\mathbf K+\mathbf G')\cdot\mathbf r}$. The coefficient of $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ collects the terms with $\mathbf K=\mathbf G-\mathbf G'$:

$$(Vc)(\mathbf G)=\sum_{\mathbf G'}V(\mathbf G-\mathbf G')\,c(\mathbf G'). \tag{1}$$

It is needed for every $\mathbf G$ in the basis. The Bloch factor $e^{i\mathbf k\cdot\mathbf r}$ stands on both sides and has dropped out. The problem is to evaluate (1) on a grid of points, and to find when the grid gives the right answer.

## (a) A transform and its inverse

**Question.** Numbers $F_0,\dots,F_{N-1}$ define grid values

$$f_j=\sum_{m=0}^{N-1}F_m e^{2\pi i mj/N},\qquad j=0,\dots,N-1. \tag{2}$$

Recover $F_m$ from the $f_j$.

**Solution.** Consider, for an integer $n$, the average

$$S_n=\frac1N\sum_{j=0}^{N-1}z^j,\qquad z=e^{2\pi i n/N}.$$

If $N$ divides $n$, then $z=1$ and $S_n=1$. Otherwise $z\neq1$, and the geometric series gives

$$S_n=\frac1N\,\frac{z^N-1}{z-1}=0,$$

because $z^N=e^{2\pi i n}=1$. Now multiply (2), with summation index $p$, by $e^{-2\pi i mj/N}$ and average over $j$:

$$\frac1N\sum_j f_je^{-2\pi i mj/N}=\sum_{p=0}^{N-1}F_p\,S_{p-m}=F_m. \tag{3}$$

The last step holds because $p-m$ lies between $-(N-1)$ and $N-1$, where the one multiple of $N$ is zero.

Replacing $m$ by $m+N$ changes no exponential in (2) or (3), since $e^{2\pi i j}=1$. We may therefore regard $F_m$ as periodic, $F_{m+N}=F_m$. A negative index $m$ is stored at position $m+N$.

## (b) The coefficients of a product

**Question.** Let $g_j$ be formed from coefficients $C_m$ by the same rule (2). Express the coefficients $P_m$ of the pointwise product $f_jg_j$ through $F$ and $C$.

**Solution.** Insert both sums into (3):

$$P_m=\frac1N\sum_j f_jg_je^{-2\pi i mj/N}
=\sum_{p=0}^{N-1}\sum_{m'=0}^{N-1}F_pC_{m'}\,\frac1N\sum_j e^{2\pi i(p+m'-m)j/N}.$$

The sums are finite, so their order may be changed. The last average is $S_{p+m'-m}$. It is one when $p$ equals $m-m'$ up to a multiple of $N$, and zero otherwise. For given $m$ and $m'$ exactly one $p$ in $0,\dots,N-1$ satisfies this, and by periodicity its coefficient is $F_{m-m'}$. Hence

$$\boxed{P_m=\sum_{m'=0}^{N-1}F_{m-m'}\,C_{m'}\quad\text{(indices modulo }N).} \tag{4}$$

This is the cyclic convolution theorem. It holds for any complex $F$ and $C$ and any $N$.

The absence of a prefactor belongs to the convention. If the factor $1/N$ is moved from (3) to (2), the coefficients become $\hat F_m=NF_m$, and likewise for $C$ and $P$. Multiplying (4) by $N$ then gives $\hat P_m=\frac1N\sum_{m'}\hat F_{m-m'}\hat C_{m'}$. With a library routine that uses this second convention, its transform to the grid must be multiplied by $N$, and its transform back divided by $N$, to restore (2) and (3).

## (c) From the crystal to integer indices

**Question.** Let $\mathbf a_i$ be the cell vectors and $\mathbf b_i$ the reciprocal vectors, with $\mathbf a_i\cdot\mathbf b_l=2\pi\delta_{il}$. Choose grid points for which the plane waves become the exponentials in (2), and explain what still separates (1) from (4).

**Solution.** Divide each cell vector into $N_i$ equal parts:

$$\mathbf r_{\mathbf j}=\sum_i\frac{j_i}{N_i}\mathbf a_i,\qquad \mathbf G=\sum_i m_i\mathbf b_i .$$

Then

$$\mathbf G\cdot\mathbf r_{\mathbf j}=\sum_{i,l}m_l\frac{j_i}{N_i}\,\mathbf b_l\cdot\mathbf a_i=2\pi\sum_i\frac{m_ij_i}{N_i}.$$

The plane wave is a product of three exponentials of the form in (2), whatever the angles of the cell. The derivation in (b) applies to each axis in turn, so (4) holds with triples of indices, each taken modulo its own $N_i$.

In one dimension (1) reads

$$(Vc)(m)=\sum_{m'=-M}^{M}V(m-m')\,c(m'),\qquad |m|\le M. \tag{5}$$

It resembles (4), but here the index $m-m'$ is an ordinary integer. In (5), $V(3)$ and $V(-2)$ are different numbers, whereas on a grid of five points they share one storage place. The sum in (5) is a linear convolution, and the grid supplies a cyclic one.

## (d) How many grid points are needed?

**Question.** Suppose $V(k)=0$ for $|k|>K$, with $1\le K\le2M$. Find the smallest $N$ for which the grid reproduces (5) for every such $V$ and every $c$. What follows for a potential with components beyond $|k|=2M$?

**Solution.** We need $N\ge2M+1$ so that the basis indices occupy different places. Store $c(m)$ at $m$ modulo $N$, with zeros elsewhere. Store $V(k)$ at $k$ modulo $N$, adding any components that meet. The stored potential is

$$\tilde V_p=\sum_{s}V(p+sN),\qquad s\text{ any integer}. \tag{6}$$

By (4), the grid delivers

$$P_m=\sum_{m'}\tilde V_{m-m'}c(m')=\sum_{m'}V(m-m')c(m')+\sum_{s\ne0}\sum_{m'}V(m-m'+sN)c(m'). \tag{7}$$

The first sum is the wanted one. The second contains false terms, produced by wrap-around. For $|m|,|m'|\le M$ we have $|m-m'|\le2M$, so a false index satisfies

$$|m-m'+sN|\ge|s|N-2M\ge N-2M.$$

If $N-2M>K$, every false term has $V=0$. The condition is

$$\boxed{N\ge2M+K+1.} \tag{8}$$

No smaller grid suffices for all $V$ and $c$. If $2M+1\le N\le2M+K$, take $m=M$, $m'=-M$ and $s=-1$. The false index is $2M-N$, which lies between $-K$ and $-1$, where $V$ may be non-zero. At $N=2M+K$ the bound can be met in two ways, so there are two false terms: $V(-K)c(-M)$ in output $M$, and $V(K)c(M)$ in output $-M$.

If the potential has components beyond $|k|=2M$, note that (5) contains none of them. We may set those components to zero without changing (5). Then $K=2M$ and

$$N\ge4M+1. \tag{9}$$

In three dimensions a false term has a non-zero $s_i$ on at least one axis. If (8) or (9) holds on every axis, with $M_i$ the largest $|m_i|$ in the basis, the index on that axis lies outside the range of $V$ and the term vanishes.

## (e) The algorithm, followed by hand

**Question.** State the steps that replace (5). Carry them out for $M=1$ with

$$c(-1)=0.48,\quad c(0)=0.80,\quad c(1)=0.36,$$

$$V(0)=0,\quad V(\pm1)=-0.20\ \text{hartree},\quad V(\pm2)=0.05\ \text{hartree}.$$

Then find what happens on four points.

**Solution.** Prepare $V_j$ on the grid once, by applying (2) to the stored $V(k)$. For each wave function:

1. Transform $c(m)$ to $\psi_j$ with (2).
2. Multiply at each point, $V_j\psi_j$.
3. Transform back with (3), and keep the outputs $|m|\le M$.

The physical reason is that a local potential acts by multiplication in real space. The two transforms go to the representation where its matrix is diagonal and return. The transform that prepares $V_j$ is a third one, but it is not repeated while $V$ stays fixed.

Condition (9) asks for $N=5$. With $\alpha=2\pi/5$, combining the exponentials of opposite index gives

$$V_j=-0.40\cos(j\alpha)+0.10\cos(2j\alpha),$$

$$\psi_j=0.80+(0.48+0.36)\cos(j\alpha)+i(0.36-0.48)\sin(j\alpha).$$

Here $\psi_j$ is the periodic part of the wave function, up to normalization. The values, with $V_j$ in hartree, are

| $j$ | $V_j$ | $\psi_j$ | $V_j\psi_j$ |
|---|---|---|---|
| 0 | −0.30000 | 1.64000 | −0.49200 |
| 1 | −0.20451 | 1.05957 − 0.11413i | −0.21669 + 0.02334i |
| 2 | 0.35451 | 0.12043 − 0.07053i | 0.04269 − 0.02500i |

The entries for $j=4$ and $j=3$ are the complex conjugates of those for $j=1$ and $j=2$. In (3) the terms therefore pair into twice a real part. For $m=1$,

$$P_1=\tfrac15\big[-0.49200+2(-0.21669\cos\alpha+0.02334\sin\alpha)+2(0.04269\cos2\alpha-0.02500\sin2\alpha)\big].$$

The two round brackets are $-0.0448$ and $-0.0492$, so $P_1=-0.6800/5=-0.1360$ hartree. The direct sums (5) are, in hartree,

$$\begin{aligned}
(Vc)(1)&=0.05(0.48)-0.20(0.80)=-0.136,\\
(Vc)(0)&=-0.20(0.48)-0.20(0.36)=-0.168,\\
(Vc)(-1)&=-0.20(0.80)+0.05(0.36)=-0.142.
\end{aligned}$$

The grid gives the same three numbers. So does the average of $e^{-im\theta}V\psi$ over the cell, computed by numerical integration, where $\theta$ runs through $2\pi$ across the cell and $\psi$ is the periodic part.

The outputs $m=\pm2$ lie outside the basis, and there wrap-around does occur. The product $V\psi$ has the coefficient $0.05(0.80)-0.20(0.36)=-0.032$ hartree at $m=2$. The grid adds $V(-2)c(-1)=0.024$, because $2-(-1)=3$ and $-2$ share a place, and returns $-0.008$. This does no harm, since step 3 discards the output. Condition (9) protects the basis outputs and makes no promise about the others.

On four points, $2$ and $-2$ share a place, and the two false terms of part (d) enter the basis:

$$P_1=-0.136+V(-2)c(-1)=-0.136+0.024=-0.112,$$

$$P_{-1}=-0.142+V(2)c(1)=-0.142+0.018=-0.124.$$

Since $0.48^2+0.80^2+0.36^2=1$, the mean potential energy is $\sum_m c(m)^*(Vc)(m)$. On five points it is

$$0.48(-0.142)+0.80(-0.168)+0.36(-0.136)=-0.2515\ \text{hartree}.$$

On four points it becomes $-0.2342$ hartree, an error of about 7% of the correct value. The result is still real. For a real potential $V(-k)=V(k)^*$, and (6) then gives $\tilde V_{-p}=\tilde V_p^*$, so the false matrix is still Hermitian. A real energy is thus no evidence that the grid is large enough.

## (f) May the potential simply be sampled?

**Question.** Suppose $V$ is known as a function in real space, with an absolutely convergent Fourier series. Does evaluating it at the grid points give the right $V_j$ for the algorithm?

**Solution.** At the grid points $e^{2\pi i kj/N}$ is the same for $k$ and $k+sN$. Grouping the Fourier series by these classes gives

$$V(x_j)=\sum_{p=0}^{N-1}\Big[\sum_sV(p+sN)\Big]e^{2\pi i pj/N}.$$

Sampling thus produces the folded coefficients (6) of the complete potential, including components beyond $2M$. Condition (9) was derived after those components had been removed. The order of operations matters: remove $|k|>2M$ first, then form the grid values.

Take $V=A\exp(\cos\theta)$, where $\theta$ runs through $2\pi$ across the cell and $A=-0.1$ hartree, with the same $c$ and $N=5$. The true component is $V(2)=-0.013575$ hartree. Sampling returns $-0.015792$ hartree, because $V(-3)$, $V(7)$ and further components have been added. For $(Vc)(1)$ the results are

- integration over the cell: $-0.097307$ hartree;
- potential cut first: $-0.097307$ hartree;
- potential sampled without a cut: $-0.098611$ hartree.

The last value is wrong by 1.3% of the first. Sampling is harmless if the components that fold onto the needed ones are negligible, which a finer grid achieves when $V(k)$ decays.

## (g) What is gained?

**Question.** Count the complex multiplications for $N$ a power of two, and compare them with the direct sum.

**Solution.** Evaluated as written, (2) costs $N^2$ multiplications, and nothing would be gained. The fast Fourier transform (FFT) separates even and odd $m$. With $\omega=e^{2\pi i/N}$,

$$f_j=\sum_{n=0}^{N/2-1}F_{2n}\,\omega^{2nj}+\omega^j\sum_{n=0}^{N/2-1}F_{2n+1}\,\omega^{2nj}=E_j+\omega^jO_j .$$

Since $\omega^2=e^{2\pi i/(N/2)}$, both $E$ and $O$ are transforms of length $N/2$, with period $N/2$ in $j$. Also $\omega^{N/2}=-1$, so

$$f_{j+N/2}=E_j-\omega^jO_j .$$

The $N/2$ products $\omega^jO_j$ serve both halves. The number of multiplications $T(N)$ obeys

$$T(N)=2T(N/2)+\frac N2,\qquad\text{or}\qquad \frac{T(N)}N=\frac{T(N/2)}{N/2}+\frac12 .$$

Starting from $T(1)=0$, the quotient grows by $\tfrac12$ at each of the $\log_2N$ doublings. Hence $T(N)=\tfrac N2\log_2N$. The transform (3) has the opposite sign in the exponent and the same count, and its factor $1/N$ can be absorbed in the stored $V_j$. Two transforms and the pointwise product need

$$2T(N)+N=N(\log_2N+1) \tag{10}$$

multiplications, against $(2M+1)^2$ for (5). Multiplications by one are included, the powers of $\omega$ are assumed to be tabulated, and additions are not counted. With $N$ the smallest power of two allowed by (9), counting in a running transform gives

| $M$ | $N$ | direct | FFT |
|---|---|---|---|
| 1 | 8 | 9 | 32 |
| 3 | 16 | 49 | 80 |
| 7 | 32 | 225 | 192 |
| 255 | 1024 | 261121 | 11264 |

The direct sum wins for $M\le6$, and again for $M=8$, 9 and 10, because the smallest allowed power of two jumps from 32 to 64 after $M=7$. At $M=255$ the FFT route needs about 23 times fewer multiplications.

In three dimensions, with $N$ points per axis, there are $N^2$ one-dimensional transforms along each of three axes. They cost $3N^2T(N)=\tfrac12N^3\log_2N^3$, so (10) holds with $N$ replaced by the total number of points $N^3$.

## (h) A three-dimensional cell and smaller grids

**Question.** A face-centred cubic cell with cube edge 10 bohr contains two Gaussian wells of width $w=1$ bohr. Their depths are 1.0 and 0.5 hartree. The deeper one is at the origin and the other at $(\mathbf a_1+\mathbf a_2+\mathbf a_3)/4$, a quarter of the cube diagonal away. The basis contains all $\mathbf G$ with $\tfrac12|\mathbf G|^2\le4$ hartree (atomic units, $\mathbf k=0$), and $c(\mathbf G)$ is proportional to $e^{-2\pi i(0.1m_1+0.2m_2+0.3m_3)}/(1+|\mathbf G|^2)$. This gives 113 plane waves with $M=3$ on each axis. Which grid is safe, and why may a smaller one be accurate?

**Solution.** Condition (9) gives $N=13$ per axis, for any potential and any coefficients. As in (f), components of the potential with an index beyond $2M=6$ in magnitude on any axis are removed before the grid values are formed. The errors below are the norm of the difference from the direct sum, divided by the norm of the direct sum.

| $N$ | relative error |
|---|---|
| 7 | $5.1\times10^{-3}$ |
| 8 | $5.9\times10^{-5}$ |
| 9 | $1.1\times10^{-6}$ |
| 10 | $5.3\times10^{-9}$ |
| 11 | $2.6\times10^{-12}$ |
| 12 | $7.0\times10^{-16}$ |
| 13 | $3.9\times10^{-16}$ |

The last two errors are of the size of rounding in double precision, so this example does not distinguish $N=12$ from $N=13$.

The rapid fall comes from the smooth potential. A false term carries $V(\mathbf K)$ with $\mathbf K=\mathbf G-\mathbf G'+N\mathbf L$, where $\mathbf L$ is a non-zero reciprocal-lattice vector. If $b$ is the length of the shortest such vector and $G_{\max}$ the basis radius, the triangle inequality gives

$$|\mathbf K|\ge Nb-2G_{\max}.$$

Here $b=2\pi\sqrt3/10=1.09$ bohr$^{-1}$ and $G_{\max}\le\sqrt8=2.83$ bohr$^{-1}$, so the right side is positive for every $N$ in the table and grows with $N$. The same inequality shows that (9) is sufficient here but not necessary. The direct sum never uses components with $|\mathbf K|>2G_{\max}$. If these are removed too, every false term vanishes once $Nb>4G_{\max}$, which holds from $N=11$. The table was computed without this further cut. For a Gaussian well, completing the square along each direction,

$$-\frac{x^2}{2w^2}-iKx=-\frac{(x+iw^2K)^2}{2w^2}-\frac{w^2K^2}2,$$

shows that $V(\mathbf K)$ carries the factor $e^{-w^2|\mathbf K|^2/2}$. The integral of the remaining exponential over $x$ does not depend on $K$: the function is analytic and vanishes at large $|x|$, so the path may be shifted back to the real axis. The magnitude of every false component is therefore at most a constant times $e^{-w^2(Nb-2G_{\max})^2/2}$, a bound that falls rapidly with $N$. A potential with slowly decaying components would not give this protection.

The choice of grid also decides the cost. The direct sum takes $113^2=12769$ multiplications. The smallest power of two satisfying (9) is $N=16$, for which (10) gives $16^3\times13=53248$, so for this small basis the direct sum is cheaper. With $N=8$ the count is $8^3\times10=5120$, at the price of the relative error $5.9\times10^{-5}$. If the cutoff is raised in a fixed cell, the number of plane waves $N_{\rm pw}$ and the number of grid points required by (9) both grow as $G_{\max}^3$. The direct cost then grows as $N_{\rm pw}^2$ and the FFT cost as $N_{\rm pw}\log N_{\rm pw}$, so the FFT route wins for a large enough basis.

The numerical check tests the theorem, the grid condition and its two false terms, the folding rule and the multiplication count.

## Numbers as computed

```
1D model, energies in hartree; c has no unit
c(-1), c(0), c(1): 0.48 0.80 0.36
V(-2)...V(2): +0.05 -0.20 +0.00 -0.20 +0.05
N=5: j | V_j | psi_j | V_j psi_j
0 | -0.30000 | +1.64000 +0.00000i | -0.49200 +0.00000i
1 | -0.20451 | +1.05957 -0.11413i | -0.21669 +0.02334i
2 | +0.35451 | +0.12043 -0.07053i | +0.04269 -0.02500i
3 | +0.35451 | +0.12043 +0.07053i | +0.04269 +0.02500i
4 | -0.20451 | +1.05957 +0.11413i | -0.21669 -0.02334i
N=5: m | from grid | linear sum | cell integral
-2 | -0.03800 | -0.05600 | -0.05600
-1 | -0.14200 | -0.14200 | -0.14200
+0 | -0.16800 | -0.16800 | -0.16800
+1 | -0.13600 | -0.13600 | -0.13600
+2 | -0.00800 | -0.03200 | -0.03200
N=4, m=-1,0,1: -0.12400 -0.16800 -0.11200
<V>, N=5: -0.25152 hartree
<V>, N=4: -0.23424 hartree
V = A exp(cos theta), A = -0.1 hartree, N=5, same c
V(2) true, sampled: -0.013575, -0.015792 hartree
(Vc)(1) cell integral: -0.097307 hartree
(Vc)(1) V cut first: -0.097307 hartree
(Vc)(1) V sampled uncut: -0.098611 hartree
complex multiplications: M | N | direct | two FFTs + product
1 | 8 | 9 | 32
3 | 16 | 49 | 80
7 | 32 | 225 | 192
15 | 64 | 961 | 448
63 | 256 | 16129 | 2304
255 | 1024 | 261121 | 11264
3D fcc model: a = 10.0 bohr, cutoff = 4.0 hartree
well depths: 1.0, 0.5 hartree; width = 1.0 bohr
plane waves: 113; M per axis: 3
direct products: 12769; grid points at N=13: 2197
N per axis | relative error of Vc
7 | 5.1e-03
8 | 5.9e-05
9 | 1.1e-06
10 | 5.3e-09
11 | 2.6e-12
12 | 7.0e-16
13 | 3.9e-16
```
